Extra solutions of unrestricted kinetic balance and their removal, part 1

(Sections cited here and not found follow in the second part.)

**FIRST HALF: THE FREE MATRIX AND THE RESTRICTED SPACE**

**1. What goes wrong**

Put one electron in the field of two point charges, 30 and 20, and expand the large component of its Dirac spinor in 40 functions. If the small component is expanded in all first derivatives of these functions, each with both spins, it has 96 independent functions. Diagonalization gives 136 levels: 40 electronic ones and 96 of negative energy. The 40 large functions can be partners of only 40 negative-energy solutions. The other 56 have no counterpart among the solutions of the Dirac equation. They crowd near −2c², mix with the remaining negative-energy solutions and push every electronic level up a little.

Once the potential is in the matrix, these solutions can no longer be recognized by their energies. Without the potential they can be, and deleting them at that point leaves the smaller space in which each large function has one small partner.

**2. Equation and conventions**

Hartree atomic units are used, with c the speed of light, p = −i∇, and σ = (σ_x, σ_y, σ_z) the Pauli matrices. The rest energy c² is subtracted, so that a free electron at rest has energy zero. For a scalar potential V the Dirac equation for the large component a and the small component b is

V a + c σ·p b = E a

c σ·p a + (V − 2c²) b = E b.

One identity is used throughout. From σ_i σ_j = δ_ij + i Σ_k ε_ijk σ_k,

(σ·p)² = Σ_ij σ_i σ_j p_i p_j = Σ_i p_i p_i = p².

The ε term drops out because p_i p_j is symmetric in i and j while ε_ijk is antisymmetric.

The large component is taken from a finite space L, spanned by N real scalar functions χ_μ, each multiplied by spin up ↑ or spin down ↓. Its dimension is n_L = 2N. The small component is taken from a finite space W of dimension n_W. The functions are smooth enough, and fall off fast enough, for all integrations by parts used below. P_L and P_W are the orthogonal projectors on the two spaces.

**3. Why the small space must contain σ·p L**

Define the map B from L to W and its adjoint B† from W to L by

B a = P_W σ·p a,  B† b = P_L σ·p b.

They are adjoint because σ·p is Hermitian:

⟨B a|b⟩ = ⟨σ·p a|b⟩ = ⟨a|σ·p b⟩ = ⟨a|B† b⟩.

For an electronic state E and V are small compared with 2c², except for V close to a point charge. Where they are small, the second Dirac equation gives, to leading order, b = B a/(2c). Inserted in the first equation, this produces the term

c B† b = ½ B†B a.

It should be the kinetic energy. Its expectation value is

½⟨a|B†B|a⟩ = ½‖P_W σ·p a‖² ≤ ½‖σ·p a‖² = ½⟨a|p²|a⟩.

Equality requires σ·p a to lie in W. If part of it is missing, the kinetic energy comes out too small and the level too low. The requirement for every a in L is

R ⊂ W,  with R = σ·p L.

This is kinetic balance. It can be met in two ways:

- Restricted kinetic balance takes W = R.
- Unrestricted kinetic balance takes W as the span of all ∂_i χ_μ ↑ and ∂_i χ_μ ↓, with i = x, y, z.

The second choice needs only scalar functions, which is its attraction. It contains R because

σ·p (χ_μ s) = −i Σ_i (∂_i χ_μ)(σ_i s),

where s is a spin state and σ_i s is again a combination of ↑ and ↓.

From here on R ⊂ W is assumed, so that B a = σ·p a. The part of W left over is

X = the set of all b in W with ⟨σ·p a|b⟩ = 0 for every a in L.

**4. Counting**

The map from L to R loses no dimension. If σ·p a = 0, then

0 = ‖σ·p a‖² = ⟨a|p²|a⟩ = ‖∇a‖²,

so a is constant in space, and a normalizable constant function is zero. Hence

dim R = n_L,  n_X = dim X = n_W − n_L.

For Gaussians g = exp(−αr²) the unrestricted space is counted shell by shell. An s function gives

∂_i g = −2α x_i g,

which is three functions, or six with spin, against two in R. A p shell x_j g gives

∂_i (x_j g) = (δ_ij − 2α x_i x_j) g.

This is symmetric in i and j, so the nine derivatives are only six different functions. These six are independent, because their quadratic parts x_i x_j are. With spin they make twelve, against six in R.

The example has four s shells and two p shells on each of two centres. The number of scalar large functions is 2·(4·1 + 2·3) = 20, so n_L = 40. The number of scalar small functions is 2·(4·3 + 2·6) = 48, so n_W = 96. This supposes that functions of different exponents and centres are independent. The smallest eigenvalue of their overlap matrix, after scaling and after removal of the functions that vanish identically, is 0.0077, which confirms it. Therefore

n_X = 96 − 40 = 56.

A larger basis of the same kind does not cure the excess. Each further s shell adds four dimensions to X and each further p shell adds six, as long as the functions remain independent. These counts hold for W as defined in part 3. A common variant takes the Gaussians of angular type l − 1 and l + 1 as separate small functions. A p shell then supplies g and the six x_i x_j g, seven functions instead of six, and adds eight dimensions to X, so that the example would have n_X = 64. That space also contains R, so the derivations below apply to it, but the numbers change.

**5. In what sense the functions are outside the range of σ·p**

Do the functions in X lie outside the range of σ·p? That is true of the image of the finite space L, but not of the operator on its full domain. For any function φ in W,

φ = σ·p η,  η = σ·p p⁻² φ,

because (σ·p)² p⁻² = 1. The function η is normalizable. In momentum space its squared norm is ∫ |φ̂(p)|² p⁻² d³p, where φ̂ is the Fourier transform of φ. Near the origin d³p p⁻² = 4π dp after the angular integration, and φ̂ is bounded there, so the integral converges. What is missing is the function η in L, not a place for φ in the range of the operator.

The smallest case shows this. Let L hold one s function g with both spins. With σ_x↑ = ↓, σ_y↑ = i↓ and σ_z↑ = ↑,

σ·p (g↑) = −i(−2α)g (x↓ + iy↓ + z↑) = 2iα g [z↑ + (x + iy)↓].

In the same way σ·p (g↓) is proportional to g[(x − iy)↑ − z↓]. Consider the small function zg↑, and let I = ⟨zg|zg⟩. By symmetry xg and yg have the same norm, and the three functions are mutually orthogonal. The overlap of zg↑ with g[z↑ + (x + iy)↓] is I, and the squared norm of the latter is I + 2I = 3I. The overlap with the second image is zero, and the two images are orthogonal to each other. The fraction of zg↑ inside R is therefore

I²/(I · 3I) = 1/3,

and 2/3 of it is missing.

Angular momentum says which part. The operator σ·p is invariant under joint rotations of space and spin, so it conserves the total angular momentum j. An s function with spin has j = 1/2, and so has its image. The p functions with spin have two states with j = 1/2 and four with j = 3/2. The four are X. Since σ·p changes parity, their preimages must be even functions with j = 3/2, which are d functions.

This can be watched numerically. For an s exponent of 1, the missing fraction is 0.6667 with no d shell in L. With d exponents halved successively from that of the s function, it falls to 0.020 with two shells, 0.00078 with four and 0.00027 with eight. The small function has not changed. The space L has acquired its preimage to a good approximation. The small remainder need not vanish with further shells of this kind, because exponents in a fixed ratio of 2 do not form a complete set.

**6. The free matrix**

Set V = 0. In the finite spaces the Dirac equation becomes

c B† b = E a

c B a − 2c² b = E b.

First let E = −2c². The terms in b cancel in the second equation and leave B a = 0, that is, σ·p a = 0. By part 4, a = 0. The first equation then reads B† b = 0, which means

0 = ⟨a′|B† b⟩ = ⟨σ·p a′|b⟩ for every a′ in L,

so b belongs to X. Conversely, for any b in X the pair (0, b) satisfies both equations with E = −2c². The free matrix therefore has the eigenvalue −2c² exactly n_X times, and its eigenvectors are the pairs (0, b) with b in X.

Now let E ≠ −2c². The second equation gives

b = c B a/(E + 2c²).

Here a cannot vanish, since b would vanish with it. Inserting b in the first equation and multiplying by E + 2c² gives

c² B†B a = E(E + 2c²) a.

The matrix B†B is that of p², because ⟨a′|B†B a⟩ = ⟨σ·p a′|σ·p a⟩ = ⟨a′|p² a⟩. With T the kinetic-energy matrix in L and t one of its eigenvalues, B†B = 2T and

E² + 2c²E − 2c²t = 0,

E_±(t) = −c² ± √(c⁴ + 2c²t).

All t are positive, so each of the n_L kinetic eigenvalues gives one level above zero and one below −2c². The count closes: 2n_L + n_X = n_L + n_W.

The two roots add up to −2c², so the lower one lies below −2c² by

−2c² − E_−(t) = E_+(t) = t − t²/(2c²) + …,

where the expansion holds for t small compared with c². The eigenvalue −2c² is thus separated by a gap from everything else. In the example the lowest t is 39.3296 hartree and −2c² is −37557.73 hartree. The gap is 39.3296 − 39.3296²/37557.73 = 39.3296 − 0.0412 = 39.288 hartree, in agreement with the computed 39.2885 hartree. The diagonalization finds 56 levels at −2c², within 10⁻⁹ hartree.

**7. Why these solutions are spurious**

A genuine free solution at −2c² has zero momentum. The functions in X are localized and have a large mean square momentum. Apply the true free Hamiltonian h₀, not its matrix, to (0, b) with b in X and ‖b‖ = 1:

(h₀ + 2c²)(0, b) = (c σ·p b, 0).

The remainder has norm c‖σ·p b‖ = c⟨b|p²|b⟩^½, which is not small. The matrix does not see it, because it is orthogonal to every function in L. The pair is an eigenvector of the matrix for want of a large component that could couple to it.

**8. Projection**

The free matrix is Hermitian, so its remaining eigenvectors span the orthogonal complement of the deleted ones. In L ⊕ W, the complement of the pairs (0, b) with b in X is

L ⊕ R.

This is the space of restricted kinetic balance. The eigenvectors at −2c² do not depend on c, since X is defined by overlaps alone. The deletion can be made once, before any potential is chosen.

It can also be written without a diagonalization. The projectors on R and X within W are

P_R = B(2T)⁻¹B†,  Q_X = P_W − P_R.

Indeed P_R is Hermitian, its range is R because T is invertible, and P_R² = B(2T)⁻¹(B†B)(2T)⁻¹B† = P_R.

**SECOND HALF: THE POTENTIAL AND THE ELECTRONIC LEVELS**

**9. Symbols and results carried over**

L is the large-component space, of dimension n_L, and W is the small-component space. R = σ·p L is contained in W, and X is the orthogonal complement of R in W, of dimension n_X. Their projectors are P_L, P_W, P_R and Q_X, with P_W = P_R + Q_X. The map B takes a in L to σ·p a, and B†B = 2T, with T the kinetic-energy matrix in L. The free matrix has n_L levels above zero, n_X levels at −2c² with eigenvectors (0, b), b in X, and n_L levels below −2c². Deleting the middle group leaves L ⊕ R. The example has charges 30 and 20 at a distance of 0.1 bohr, n_L = 40 and n_X = 56. UKB and RKB stand for unrestricted and restricted kinetic balance.

**10. The restricted matrix**

With a potential, the compression of the Dirac matrix to L ⊕ R is the RKB matrix. To see its usual form, write the small component as b = σ·p ζ/(2c) with ζ in L. Let **A** and **Z** be the coefficient vectors of a and ζ in the functions χ_μ s. Let S, T and V be the matrices of overlap, kinetic energy and potential in these functions, and Π that of σ·p V σ·p. The first Dirac equation, projected on L, contains c σ·p b = p²ζ/2 and gives

V**A** + T**Z** = E S**A**.

The second is projected on the functions σ·p χ_μ s. Its terms are

- from c σ·p a: c p², or 2cT**A**;
- from V b: Π**Z**/(2c);
- from −2c² b: −2c² · 2T**Z**/(2c) = −2cT**Z**;
- from E b: E · 2T**Z**/(2c) = E T**Z**/c.

Division by 2c gives

T**A** + [Π/(4c²) − T]**Z** = E T**Z**/(2c²).

This is the same problem as the projected UKB matrix, written in another basis. For the example, all 80 levels of the projected UKB matrix were compared with those of an RKB matrix built separately from integrals over two-component functions. The largest difference is 2·10⁻¹⁰ hartree.

When the small space contains σ·p L, the extra solutions of the free matrix lie exactly at −2c², and deleting them before the potential is added gives the matrix of restricted kinetic balance. It remains to see where the extra levels go when they are kept and the potential is added, and how they shift the electronic levels.
